\section*{Voltage profiles from formation energies by the lower convex hull}

\section{From formation energies to plateau voltages}

Suppose that the energies of many lithium orderings in a host have been computed, and one ordering lies 2 meV per formula unit below the mixture of its two neighbours in composition. Should a voltage step be reported there, or must the energies first be converged further? The answer requires the rule that turns energies into voltages and the way errors pass through it.

\subsection{Energy balance and sign convention}

Let the host hold $x$ lithium atoms per formula unit, $0\le x\le1$, and let $E_k$ be the energy per formula unit of ordering $k$ at composition $x_k$. The list must contain the empty host, with energy $E(0)$, and the full one, with energy $E(1)$. The counter-electrode is lithium metal of energy $E_{\rm Li}$ per atom. The temperature is zero, the energies are static (no zero-point motion), pressure-volume work is neglected, and phases mix without interface or strain energy. Discharge increases $x$, and $e>0$ is the elementary charge.

Let $E_{\rm eq}(x)$ be the lowest energy at overall composition $x$. When $dx$ atoms move reversibly from the metal to the host, the energy of the electrodes changes by $dE_{\rm eq}-E_{\rm Li}\,dx$. The electrical work delivered, $eV\,dx$, is the energy lost:
\begin{equation}
eV\,dx=-(dE_{\rm eq}-E_{\rm Li}\,dx)
\quad\Longrightarrow\quad
eV=E_{\rm Li}-\frac{dE_{\rm eq}}{dx}.
\label{eq:v}
\end{equation}

The formation energy is measured from the straight line joining the end members:
\begin{equation}
E_{\rm f}(x)=E(x)-xE(1)-(1-x)E(0).
\end{equation}
Solving for $E$ and differentiating gives $dE/dx=dE_{\rm f}/dx+E(1)-E(0)$. Inserted in (\ref{eq:v}), this yields
\begin{equation}
V=V_{\rm avg}-\frac1e\frac{dE_{\rm f,eq}}{dx},\qquad
V_{\rm avg}=-\frac{E(1)-E(0)-E_{\rm Li}}{e}.
\label{eq:vf}
\end{equation}

\subsection{Why the equilibrium energy is the lower hull}

A mixture contains fractions $w_k\ge0$ of the orderings. Its equilibrium energy is
\begin{equation}
E_{\rm eq}(x)=\min_{w}\sum_k w_kE_k,\qquad
\sum_k w_k=1,\quad \sum_k w_kx_k=x .
\label{eq:lp}
\end{equation}
The points $(\sum w_kx_k,\sum w_kE_k)$ fill the convex hull of the list, and the minimum at fixed $x$ is its lower boundary. This linear programme has two equality constraints, so an optimum exists with at most two non-zero weights. The boundary is therefore made of vertices and straight segments between them.

Subtracting a straight line from all energies changes the energy of every mixture at a given $x$ by the same amount. The vertices are thus the same for $E$ and $E_{\rm f}$. On the segment between neighbouring vertices $a$ and $b$ the slope is constant, and (\ref{eq:vf}) gives
\begin{equation}
V_{ab}=V_{\rm avg}-\frac{E_{\rm f}(x_b)-E_{\rm f}(x_a)}{e(x_b-x_a)} .
\label{eq:plateau}
\end{equation}
A segment is a two-phase region and gives a plateau; an interior vertex is a single phase and gives a step. Hull slopes increase with $x$, so the voltage falls from each plateau to the next.

Two limits help in reading a profile. If every intermediate formation energy is positive, only the end members survive and there is one plateau at $V_{\rm avg}$. If the vertices become dense on a smooth convex curve, the plateaus shrink and the profile tends to the sloping line $V_{\rm avg}-E_{\rm f}'(x)/e$.

The same result follows at fixed voltage. The phase present minimizes $E_k+x_k(eV-E_{\rm Li})$, and phases $a$ and $b$ are equally favourable when
\begin{equation}
E_a+x_a(eV-E_{\rm Li})=E_b+x_b(eV-E_{\rm Li})
\;\Longrightarrow\;
eV=E_{\rm Li}-\frac{E_b-E_a}{x_b-x_a}.
\end{equation}
This is (\ref{eq:v}) on the segment. Above this voltage the phase with less lithium wins.

\subsection{The scan}

\begin{enumerate}
\item Sort the orderings by $x$ and keep the lowest energy at each composition.
\item Append the points to a stack from left to right. Before appending $c$, let $a,b$ be the last two points on the stack, with $x_a<x_b<x_c$. Remove $b$ if
\begin{equation}
(E_b-E_a)(x_c-x_a)\ge(E_c-E_a)(x_b-x_a),
\label{eq:pop}
\end{equation}
and repeat with the new last pair until the condition fails or one point is left.
\item Apply (\ref{eq:plateau}) to successive points of the final stack.
\end{enumerate}

Dividing (\ref{eq:pop}) by $x_c-x_a>0$ shows that it holds when $b$ lies on or above the chord $ac$. Such a point is not a vertex. Its removal replaces the path $a$--$b$--$c$ by a chord that is nowhere higher, so the path through the stack can only move down, and every discarded point stays on or above it. At the end condition (\ref{eq:pop}) fails for every successive triple, which means that the slopes increase and the path is convex. Any convex function that lies below the listed points lies below the chords joining them. The final path is therefore the highest convex function below the data, which is the lower hull.

Sorting $n$ points costs of order $n\log n$ operations. The scan costs of order $n$, because each point is appended once and removed at most once.

The equality in (\ref{eq:pop}) discards collinear points. This leaves the voltage unchanged, but it drops a phase that is degenerate with a mixture; if such phases matter, they must be listed separately. In floating-point work one subtracts a small tolerance $\tau$ from the right-hand side. If $b$ lies a depth $D$ below the chord, the two sides differ by $D(x_c-x_a)$, so a phase is lost when $D(x_c-x_a)\le\tau$. The tolerance must be far smaller than this product for any depth that is to be resolved.

\subsection{Worked example: a triangular lithium layer}

The model has one lithium site per formula unit on a triangular lattice. Energies are measured from the empty host and lithium metal, so $E(0)=E_{\rm Li}=0$. An isolated lithium contributes $-4.400$ eV. First, second and third neighbour pairs contribute 60, 6 and $-3$ meV, and each filled nearest-neighbour triangle 8 meV. All occupations of cells of up to 12 sites were enumerated, 170334 in total with symmetry-equivalent and repeated copies included, covering 47 compositions.

The energies of the stable orderings can be counted by hand. Let $n_1,n_2,n_3,n_t$ be the numbers of occupied pairs and filled triangles per site, and let $U=60n_1+6n_2-3n_3+8n_t$ in meV. The site energy is linear in $x$ and cancels from the formation energy. With $U(1)=180+18-9+16=205$ meV, this leaves $E_{\rm f}=U-205x$ meV.

\begin{center}
\begin{tabular}{ccccccc}
$x$ & $n_1$ & $n_2$ & $n_3$ & $n_t$ & $U$ & $E_{\rm f}$ (meV)\\
1/4 & 0 & 0 & 3/4 & 0 & $-2.25$ & $-53.5$\\
1/3 & 0 & 1 & 0 & 0 & 6 & $-62.3$\\
1/2 & 1/2 & 1/2 & 3/2 & 0 & 28.5 & $-74.0$\\
2/3 & 1 & 2 & 1 & 0 & 69 & $-67.7$\\
3/4 & 3/2 & 3/2 & 9/4 & 1/2 & 96.25 & $-57.5$\\
1 & 3 & 3 & 3 & 2 & 205 & 0
\end{tabular}
\end{center}

At $x=1/2$, for instance, lithium fills alternate rows. Each atom has two first, two second and six third neighbours. Halving to count each pair once, and halving again to pass from atoms to sites, gives $1/2$, $1/2$ and $3/2$. At $x=2/3$ the numerical output names a nine-site cell; the three-site ordering with one vacancy per cell, counted here, has the same energy.

The average voltage is $4.400-0.205=4.195$ V. The first segment has slope $-53.5/(1/4)=-214$ meV, so its plateau lies at $4.195+0.214=4.409$ V. The second has slope $(-62.33+53.50)/(1/12)=-106$ meV and lies at $4.301$ V. The remaining plateaus, in order of increasing $x$, are at 4.265, 4.157, 4.073 and 3.965 V.

Two independent calculations test these values. The multiplier of the lithium constraint in (\ref{eq:lp}), solved with the lowest energy at each of the 47 compositions, agrees with every plateau within 0.01 mV. Minimizing $E_k+x_keV$ over all the orderings, 0.1 mV above and below each plateau, returns the phases at its left and right ends.

Joining the lowest energies at all 47 compositions without the hull gives a different curve. It ranges from 3.857 to 4.517 V and rises 16 times with increasing $x$. A rise means that the energy curve bends downwards there, so a mixture of two phases has lower energy than the phase between them. The rises come from treating unstable orderings as equilibrium phases.

\subsection{The area rule}

Summing (\ref{eq:plateau}) over the plateaus, each weighted by its width, makes the formation energies telescope:
\begin{equation}
\int_0^1V\,dx=V_{\rm avg}-\frac{E_{\rm f}(1)-E_{\rm f}(0)}{e}=V_{\rm avg}.
\end{equation}
Intermediate phases redistribute the voltage without changing its mean over the full range. The printed plateaus satisfy this:
\begin{equation}
\frac{4.409+3.965}{4}+\frac{4.301+4.073}{12}+\frac{4.265+4.157}{6}=4.195\ {\rm V}.
\end{equation}
The rule survives configurational disorder at finite temperature. The integral then contains the free-energy difference of the end members, and a completely empty or completely full lattice has no configurational entropy.

\subsection{Error analysis}

\paragraph{Errors linear in composition.} An error $\epsilon x$ in $E(x)$ cancels from $E_{\rm f}$ but changes $V_{\rm avg}$ by $-\epsilon/e$. The hull is then correct while every plateau is displaced equally: 0.1 eV per lithium displaces the profile by 0.1 V. Well-converged formation energies do not guarantee the absolute voltage.

\paragraph{Error in one vertex.} Let the plateaus to the left and right of an interior vertex have widths $w_L,w_R$ and voltages $V_L,V_R$. Raising its energy by $\delta$ increases the left slope by $\delta/w_L$ and decreases the right slope by $\delta/w_R$. While the vertices stay the same,
\begin{equation}
\Delta V_L=-\frac{\delta}{e\,w_L},\qquad
\Delta V_R=+\frac{\delta}{e\,w_R}.
\label{eq:err}
\end{equation}
Narrow plateaus amplify errors. If both ends of a plateau of width $w$ have errors of magnitude at most $\eta$, its voltage error relative to exact input energies is at most $2\eta/(ew)$, again with unchanged vertices.

If only the hull vertices are considered, the permitted $\delta$ is the depth $D$ of the vertex below its neighbours' tie-line. An unstable ordering close to the hull can lower this limit. With slopes $s_L,s_R$, the tie-line lies above the left neighbour by $(s_Lw_L+s_Rw_R)w_L/(w_L+w_R)$ at the vertex, whereas the vertex itself lies at $s_Lw_L$. Hence
\begin{align}
D&=\frac{(s_Lw_L+s_Rw_R)w_L-s_Lw_L(w_L+w_R)}{w_L+w_R}\nonumber\\
&=\frac{w_Lw_R}{w_L+w_R}(s_R-s_L)
=\frac{w_Lw_R}{w_L+w_R}\,e(V_L-V_R).
\label{eq:depth}
\end{align}

For $x=1/3$ the step is 36 mV and the widths are $1/12$ and $1/6$, so $D=36/18=2$ meV. This is the shallowest phase of the example. With only the hull vertices in the list, an error of $+1$ meV lowers the left plateau by 12 mV and raises the right one by 6 mV, reducing the step by half. Beyond $+2$ meV the phase leaves the hull of the listed vertices. The two plateaus then merge at their width-weighted mean,
\begin{equation}
\frac{4.301/12+4.265/6}{1/4}=4.277\ {\rm V}.
\end{equation}
The full list of orderings is less forgiving. An ordering at $x=4/11$ lies only 0.27 meV above the hull. If the $x=1/3$ phase alone is raised, this ordering becomes stable at $\delta=0.33$ meV, and the $x=1/3$ phase is lost already at 1 meV. The step does not vanish then. It moves to $x=4/11$ and shrinks to 22 mV, between plateaus at 4.289 and 4.267 V. Both margins belong to the list of cells with up to 12 sites and are not converged in cell size. The first competitors form the series $3/8$, $4/11$, $5/14$, $6/17$, which approaches $1/3$; with cells of up to 18 sites the margins fall to 0.20 and 0.71 meV and show no sign of levelling off, while the displaced step lies at $6/17$ with 26 mV. These margins assume that the $x=1/3$ phase alone carries the error, so they measure errors relative to its close competitors. An uncertainty of 1 meV in such relative energies leaves the composition and height of the step undetermined, and the step should not be reported as lying at $x=1/3$; for errors of this kind the model still shows a step of 22 mV or more nearby.

An error of the other sign acts on the neighbours. Lowering the $x=1/3$ phase by $\delta$ raises its left plateau by $12\delta/e$, which reaches the preceding plateau at 4.409 V when $\delta=108/12=9$ meV. Beyond that the $x=1/4$ phase disappears.

\paragraph{Incomplete lists.} A missing ordering can only lower the hull. Extending the enumeration from 8 to 12 sites per cell changed the hull by less than 0.0001 meV. This supports the list but does not prove it complete, since a larger cell could still hold a stable phase.

\subsection{Effects outside the zero-temperature model}

\paragraph{Configurational entropy.} A statistical sum over one 12-site cell, which accommodates all seven stable phases, reproduces the plateaus at 2 K within 0.08 mV. At 300 K, where $k_BT=26$ meV, the voltages at the plateau midpoints move by up to 29 mV. The shifts have both signs, and the computed area remains 4.195 V. The cell is small; infinite strips 6 to 8 sites wide give a largest shift of 28.6 mV and change the other midpoint voltages by up to 3 mV. The largest is comparable with the 36 mV step at $x=1/3$, and a room-temperature profile should not be drawn with the sharp steps of the hull.

\paragraph{Vibrations.} Take a rough Debye temperature of 350 K for the metal and three modes of 45 meV for each inserted lithium, with other host modes unchanged. The vibrational free energies at 300 K are $-11$ and $+53$ meV per lithium. By (\ref{eq:v}) the voltage changes by the metal value minus the host value, $-64$ mV, at every composition. With these inputs the shift exceeds the entropy shifts found at the plateau midpoints, but it is sensitive to them: Debye temperatures of 350 to 400 K and modes of 35 to 55 meV give values from about $-30$ to $-84$ mV. Close to $x=0$ and $x=1$ the entropy shift is larger, since it diverges there.

\paragraph{Coherency strain.} Let two layered phases with misfit $\varepsilon$ share one in-plane lattice, and let the second occupy a fraction $f$. With biaxial modulus $M$ and volume $\Omega$ per formula unit, a common strain $t\varepsilon$ costs $M\Omega\varepsilon^2[f(1-t)^2+(1-f)t^2]$. Setting the derivative with respect to $t$ to zero gives $t=f$ and the energy $M\Omega\varepsilon^2f(1-f)$. For rough values of 200 GPa, 1\% and 32 \AA$^3$, the prefactor is 4.0 meV. Since $dx=w\,df$, on a plateau of width $1/4$ the voltage is lowered by $4.0/(1/4)=16$ mV at the start of discharge and raised by as much at its end. The voltage of the strained mixture thus rises during discharge. Such a mixture is unstable at fixed voltage, so charge and discharge need no longer follow the hull.

\paragraph{Pressure.} At 1 atm the same volume corresponds to 20 $\mu$eV, which is negligible here.

\subsection{Comparison with a real cathode}

The parameters are round values placed roughly in the regime of lithium cobalt oxide, a layered cathode near 4 V. Its molar mass of 97.87 g/mol gives 274 mAh/g for the full range of $x$, and with 4.195 V a specific energy of 1149 Wh per kg of lithiated oxide. Practical cells break the assumption of full extraction, because the oxide degrades when too much lithium is removed; cells charged to about 4.2 V use roughly half the range, and higher charging voltages use more. For $1/2\le x\le1$ the model gives 137 mAh/g at a mean of $4.195-0.074/0.5=4.047$ V, or about 554 Wh/kg, less than half the full-range value. The model also fixes the layer stacking and omits composition-dependent changes of the electronic structure, so its sequence of steps is not a prediction for the real oxide. Under current, overpotentials lower the discharge voltage further, by an amount that an equilibrium calculation cannot supply.

\section*{Values computed for the example and the checks}
\begin{verbatim}
site energy -4.400 eV
pair energies 1st, 2nd, 3rd neighbour (meV): 60 6 -3
triangle energy 8 meV
cells 127, orderings 170334, compositions 47
E(1) -4.1950 eV, average voltage 4.1950 V
stable phases: x, Ef (meV/f.u.), sites in cell, cell (a,b,d)
      0     0.000   1  (1, 0, 1)
    1/4   -53.500   4  (2, 0, 2)
    1/3   -62.333   3  (3, 1, 1)
    1/2   -74.000   2  (1, 0, 2)
    2/3   -67.667   9  (3, 0, 3)
    3/4   -57.500   4  (2, 0, 2)
      1     0.000   1  (1, 0, 1)
plateaus: x range, slope (meV), V at 0 K, V at 300 K mid, mAh/g
  0.0000-0.2500  -214.00 4.4090 4.4263 68.5
  0.2500-0.3333  -106.00 4.3010 4.3301 22.8
  0.3333-0.5000   -70.00 4.2650 4.2585 45.6
  0.5000-0.6667    38.00 4.1570 4.1503 45.6
  0.6667-0.7500   122.00 4.0730 4.0649 22.8
  0.7500-1.0000   230.00 3.9650 3.9493 68.5
hull change from 8 to 12 sites: 0.0000 meV/f.u.
without hull: V from 3.857 to 4.517 V, 16 rises
molar mass 97.87 g/mol, capacity 273.8 mAh/g
specific energy 1149 Wh/kg
shallowest phase x = 0.3333, depth 2.000 meV/f.u.
half-depth error 1.000 meV: left -12.00 mV, right 6.00 mV
merged plateau if that phase is lost: 4.2770 V
12-site test cell: 7 stable phases, full list 7
2 K sum against hull: largest difference 0.080 mV
kT at 300 K: 25.85 meV
largest mid-plateau shift at 300 K: 29.1 mV
area under 300 K curve: 4.1950 V
rough inputs: Debye 350 K, host mode 45 meV
vibrational F: metal -11.3, host 52.5 meV/Li
vibrational voltage shift at 300 K: -63.8 mV
rough inputs: modulus 200 GPa, misfit 1 %, volume 32 A^3
coherency: 3.99 meV/f.u., shift on widest plateau 16.0 mV
pressure-volume energy at 1 atm: 20.2 micro-eV/f.u.
\end{verbatim}
